\section*{Amplitude-Dependent Frequency of a Tensioned String from Two Derivations}

\section{A bead on a circle}

Fix a light elastic string of length $L$ between two immovable points, and attach a bead of mass $m$ at its middle. The string has cross-section $S$, Young modulus $E$ and static tensile stress $\sigma$. Let the bead move on a circle of radius $A\ll L$ about the straight line joining the supports. Each half of the string then has the constant length
\begin{equation}
\sqrt{\frac{L^2}{4}+A^2}\simeq \frac L2+\frac{A^2}{L},
\end{equation}
so the strain added to the static state is $(A^2/L)/(L/2)=2A^2/L^2$, and the tension is $T=S(\sigma+2EA^2/L^2)$. Each half pulls the bead inward with force $T\,A/(L/2)$. The two together supply the centripetal force:
\begin{equation}
m\omega^2A=\frac{4TA}{L}
\quad\Rightarrow\quad
\omega^2=\frac{4\sigma S}{mL}\left(1+\frac{2EA^2}{\sigma L^2}\right).
\end{equation}
Since $\sqrt{1+z}\simeq1+z/2$, the fractional rise in frequency is $EA^2/(\sigma L^2)$. Deflection lengthens the string, the longer string pulls harder, and the motion speeds up. The strain is of order $A^2/L^2$, but it is multiplied by $E/\sigma$, which is large for a stiff material under modest stress.

A string with distributed mass vibrating in a plane differs in two ways: its slope varies along its length, and its tension varies in time. These change the numerical factor. For the fundamental mode with peak midpoint displacement $A$, the result is
\begin{equation}
\frac{\omega-\omega_0}{\omega_0}=\frac{3\pi^2EA^2}{32\,\sigma L^2},
\qquad
\omega_0=\frac{\pi}{L}\sqrt{\frac{\sigma}{\rho}},
\label{eq:result}
\end{equation}
where $\rho$ is the mass density. It holds to leading order in $A^2$, for small slopes, $\sigma\ll E$, linear elasticity, immovable ends, and negligible bending stiffness and damping. Here $L$, $S$, $\rho$ and $\sigma$ belong to the stretched string at rest, and $E$ is the modulus for further uniaxial stretching from that state.

\section{First derivation: balance of forces}

\subsection{The added tension}

A point at $x$ moves by $u(x,t)$ along the string and by $w(x,t)$ across it. Primes on these fields denote $\partial/\partial x$. An element $dx$ acquires the length $dx\sqrt{(1+u')^2+w'^2}$. Because $u'$ will turn out to be of order $w'^2$, the added strain to that order is
\begin{equation}
e=\sqrt{(1+u')^2+w'^2}-1\simeq u'+\tfrac12w'^2 .
\label{eq:strain}
\end{equation}

The strain is nearly uniform along the string. To see this, note that $u$ is of order $A^2/L$, so longitudinal inertia $\rho u_{tt}$ is of order $\rho\omega_0^2A^2/L\sim\sigma A^2/L^3$. The tilt of the static tension contributes longitudinal forces of the same order. They must be balanced by $E\,\partial e/\partial x$, so the variation of $e$ along the string is of order $(\sigma/E)A^2/L^2$. This is smaller than $e$ itself by a factor of order $\sigma/E$. Neglecting it, integrate (\ref{eq:strain}) over the length. The term $u'$ integrates to zero because $u$ vanishes at both ends:
\begin{equation}
e(t)=\frac1{2L}\int_0^Lw'^2\,dx .
\label{eq:mean}
\end{equation}

For $w=q(t)\sin(\pi x/L)$ the slope is $w'=(\pi q/L)\cos(\pi x/L)$. The average of $\cos^2$ over the length is $1/2$, hence
\begin{equation}
e=\frac12\,\frac{\pi^2q^2}{L^2}\,\frac12=\frac{\pi^2q^2}{4L^2}.
\label{eq:esine}
\end{equation}
The accompanying longitudinal motion follows from $u'=e-w'^2/2$ and $\cos^2z=(1+\cos2z)/2$:
\begin{equation}
u'=-\frac{\pi^2q^2}{4L^2}\cos\frac{2\pi x}{L},
\qquad
u=-\frac{\pi q^2}{8L}\sin\frac{2\pi x}{L}.
\end{equation}
It vanishes at both ends and has the assumed order. Material slides so as to share the stretching between the steep ends and the flat middle.

\subsection{The equation for the amplitude}

With uniform stress $\sigma+Ee(t)$, the transverse force balance is
\begin{equation}
\rho w_{tt}=\left[\sigma+Ee(t)\right]w''.
\label{eq:wave}
\end{equation}
Geometric corrections to the transverse component of the static tension are cubic in the slope with coefficient $\sigma$. The retained nonlinear term is cubic with coefficient $E$, so the neglected terms are again smaller by a factor of order $\sigma/E$.

For the sine, $w''=-(\pi/L)^2w$. Every term of (\ref{eq:wave}) is proportional to $\sin(\pi x/L)$, so the shape satisfies this equation without approximation. Dividing by $\rho\sin(\pi x/L)$ and inserting (\ref{eq:esine}) gives
\begin{equation}
\ddot q+\omega_0^2\left(1+\frac{\varepsilon q^2}{A^2}\right)q=0,
\qquad
\varepsilon=\frac{\pi^2EA^2}{4\sigma L^2}.
\label{eq:duffing}
\end{equation}
The number $\varepsilon$ is the added tension at peak displacement divided by the static tension.

\subsection{The frequency}

Let $\varepsilon\ll1$ and try $q=A\cos\omega t$. The stiffness factor in (\ref{eq:duffing}) becomes
\begin{equation}
1+\varepsilon\cos^2\omega t
=1+\frac\varepsilon2+\frac\varepsilon2\cos2\omega t .
\end{equation}
Multiply by $\cos\omega t$ and use $\cos2z\cos z=\frac12(\cos z+\cos3z)$:
\begin{equation}
(1+\varepsilon\cos^2\omega t)\cos\omega t
=\left(1+\frac\varepsilon2+\frac\varepsilon4\right)\cos\omega t
+\frac\varepsilon4\cos3\omega t .
\end{equation}
The last term drives a third harmonic in $q$ of order $\varepsilon A$. Returned to the cubic force, that harmonic alters the balance at frequency $\omega$ at order $\varepsilon^2$. To first order, the coefficients of $\cos\omega t$ therefore require
\begin{equation}
\omega^2=\omega_0^2\left(1+\frac{3\varepsilon}{4}\right),
\qquad
\frac{\omega-\omega_0}{\omega_0}=\frac{3\varepsilon}{8}
=\frac38\,\frac{\pi^2EA^2}{4\sigma L^2}
=\frac{3\pi^2EA^2}{32\sigma L^2}.
\end{equation}
This is (\ref{eq:result}). The time-averaged tension supplies $\varepsilon/2$ in $\omega^2$, or two thirds of the shift. The remaining third comes from the tension oscillating at $2\omega$: the string is tightest when its displacement, and hence its restoring force, is greatest.

If the string whirls instead, with two perpendicular displacements of equal amplitude a quarter period apart, the sum of the squared slopes is constant in time. Then $e=\pi^2A^2/(4L^2)$ throughout, $\omega^2=\omega_0^2(1+\varepsilon)$, and the shift is $\varepsilon/2$. Planar motion at the same $A$ has three quarters of this shift because its tension falls back to the static value twice per period.

\section{Second derivation: conservation of energy}

\subsection{Energy of an assumed shape}

Now start from energies and prescribe the shape $w=q\sin(\pi x/L)$. Stretching an element by strain $e$ from the static state stores energy $S(\sigma e+\frac12Ee^2)$ per unit length. The integral $\Delta L=\int_0^Le\,dx$ is fixed by $w$, since $u$ vanishes at the ends:
\begin{equation}
\Delta L=\frac12\int_0^Lw'^2dx=\frac{\pi^2q^2}{4L}.
\end{equation}
For given $\Delta L$, the inequality $\int_0^L e^2dx\ge(\Delta L)^2/L$ shows that uniform strain has the least energy. If longitudinal motion is quasi-static, the string takes this state. The potential energy is then
\begin{equation}
V=\sigma S\,\Delta L+\frac{ES}{2L}(\Delta L)^2
=\frac{\pi^2\sigma S}{4L}q^2+\frac{\pi^4ES}{32L^3}q^4 .
\label{eq:V}
\end{equation}
The first term is work against the static tension; the second is work against the tension that the deflection itself creates. Transverse kinetic energy is
\begin{equation}
K=\frac{\rho S}{2}\dot q^2\int_0^L\sin^2\frac{\pi x}{L}\,dx
=\frac{\rho SL}{4}\dot q^2 .
\end{equation}

\subsection{The period}

At $q=A$ the velocity is zero, so $K+V(q)=V(A)$. Divide by $\rho SL/4$. The quadratic coefficient becomes $\pi^2\sigma/(\rho L^2)=\omega_0^2$, and the quartic one becomes
\begin{equation}
\frac{\pi^4E}{8\rho L^4}
=\omega_0^2\,\frac{\pi^2E}{8\sigma L^2}
=\frac{\omega_0^2\varepsilon}{2A^2}.
\end{equation}
Therefore
\begin{equation}
\dot q^2=\omega_0^2\left[(A^2-q^2)+\frac{\varepsilon}{2A^2}(A^4-q^4)\right].
\end{equation}
Set $q=A\sin\theta$. Then $A^2-q^2=A^2\cos^2\theta$ and $A^4-q^4=A^4\cos^2\theta(1+\sin^2\theta)$, while $\dot q=A\cos\theta\,\dot\theta$. The common factor $A^2\cos^2\theta$ cancels. As $\theta$ runs from $0$ to $\pi/2$, a quarter period elapses:
\begin{equation}
P=\frac4{\omega_0}\int_0^{\pi/2}
\frac{d\theta}{\sqrt{1+\varepsilon g(\theta)}},
\qquad g=\frac{1+\sin^2\theta}{2}.
\label{eq:period}
\end{equation}

For small $\varepsilon$, expand $(1+\varepsilon g)^{-1/2}=1-\varepsilon g/2+3\varepsilon^2g^2/8+\dots$. Averages over the quarter period in $\theta$ are $\langle\sin^2\theta\rangle=1/2$ and $\langle\sin^4\theta\rangle=3/8$, so
\begin{equation}
\langle g\rangle=\frac34,\qquad
\langle g^2\rangle=\frac14\left(1+1+\frac38\right)=\frac{19}{32}.
\end{equation}
Thus $\omega_0P/(2\pi)=1-3\varepsilon/8+57\varepsilon^2/256+\dots$. Its reciprocal is
\begin{equation}
\frac{\omega}{\omega_0}
=1+\frac{3\varepsilon}{8}
+\left(\frac{9}{64}-\frac{57}{256}\right)\varepsilon^2+\dots
=1+\frac{3\varepsilon}{8}-\frac{21}{256}\varepsilon^2+\dots .
\label{eq:second}
\end{equation}
The first-order term is again (\ref{eq:result}). The next term lowers the shift by the fraction $7\varepsilon/32$ of itself.

\subsection{The limit of dominant stretching}

For the sine motion, equation (\ref{eq:period}) also covers $\varepsilon\gg1$, provided that slope and strain stay small. There the $1$ under the root can be dropped, and $\omega$ becomes proportional to
\begin{equation}
\omega_0\sqrt\varepsilon=\frac{\pi^2A}{2L^2}\sqrt{\frac E\rho}.
\end{equation}
Static stress has disappeared: the frequency is linear in amplitude. Formula (\ref{eq:result}), which would grow as $A^2$, fails in this regime. As $\sigma\to0$ at fixed $A$, it would make the fractional shift grow as $1/\sigma$. The actual growth is only as $1/\sqrt\sigma$, and it arises because $\omega$ stays finite while $\omega_0$ vanishes. The sine remains a solution of (\ref{eq:wave}) at large $\varepsilon$, but it can be unstable there: small disturbances in higher harmonics may grow.

\section{What each derivation assumes}

Both derivations use small slopes, linear elasticity, immovable ends and quasi-static longitudinal motion. They differ in what they take for granted about the vibration. The force balance shows that the sine shape persists under the varying uniform tension, but it approximates the time dependence by a single harmonic. The energy method takes the shape as given, then treats the time dependence without truncation and supplies the next order in $\varepsilon$. Corrections of order $\sigma/E$ lie outside both.

The shared assumption of uniform tension was tested with a chain of point masses joined by 32 elastic segments, with fixed ends and masses free to move along and across the line. The segment lengths were geometrically exact. At $\varepsilon=0.02$, the chain's shift was $0.9645$ of that from (\ref{eq:period}) for $E/\sigma=20$, and $0.9907$ for $E/\sigma=80$. The largest tension difference along the chain fell from $0.0995$ to $0.0237$ of the predicted peak added tension. These values are about twice those of strictly periodic motion, $0.051$ and $0.013$, close to $\sigma/E$; the chain was started with nearly uniform tension, which is not the periodic state. Both trends agree with corrections of order $\sigma/E$; the small remaining discrepancy also contains the effect of a finite number of masses.

The energy method extends readily to clamped ends with bending stiffness. Let $w=q\,\phi(s)$, $s=x/L$, where $\phi$ is the linear clamped mode with peak value 1. For a ribbon of thickness $h$, narrow enough to bend as a beam, the bending energy is $\frac12(ESh^2/12)\int_0^L w''^2dx$. Define
\begin{equation}
\lambda^2=\frac{Eh^2}{12\sigma L^2},\quad
G=\int_0^1\phi_s^2\,ds,\quad
B=\int_0^1(\phi_s^2+\lambda^2\phi_{ss}^2)\,ds .
\end{equation}
Now $\Delta L=Gq^2/(2L)$, and
\begin{equation}
V=\frac{\sigma SB}{2L}q^2+\frac{ESG^2}{8L^3}q^4 .
\end{equation}
In (\ref{eq:V}), $\varepsilon$ is $2A^2$ times the quartic coefficient divided by the quadratic one. The same ratio here is $EG^2A^2/(2\sigma L^2B)$, so the leading shift is
\begin{equation}
\frac{\Delta\omega}{\omega_{\rm c}}=\frac{3EG^2A^2}{16\sigma L^2B},
\label{eq:clamped}
\end{equation}
relative to the small-amplitude clamped frequency $\omega_{\rm c}$. The linear mode makes the quadratic energy stationary at fixed kinetic normalization, so amplitude-induced changes of shape enter beyond this order. The next order need not be small, however: for small $\lambda$ the third mode lies close to $3\omega_{\rm c}$ and clamping couples it to the first, so the third harmonic of the tension force drives it almost at resonance. For the sine with $\lambda=0$, $G=B=\pi^2/2$ and (\ref{eq:result}) returns.

\section{A copper ribbon}

Take a suspended copper ribbon in vacuum with $L=100\,\mu$m, thickness $100$ nm, $\sigma=100$ MPa, $E=120$ GPa, density $8.96$ g/cm$^3$ and $A=200$ nm. The string model gives
\begin{align}
f_0&=\frac{1}{2L}\sqrt{\frac\sigma\rho}=528\ \text{kHz},\\
\varepsilon&=\frac{\pi^2}{4}\,(1200)\,(0.002)^2=0.0118,\\
\frac{\Delta f}{f_0}&=\frac38\,\varepsilon=4.44\times10^{-3},
\qquad \Delta f=2.35\ \text{kHz}.
\end{align}
The peak added stress is $\varepsilon\sigma=1.18$ MPa. For an assumed quality factor of $1000$, the linewidth $f_0/Q$ is $0.53$ kHz, so the shift is about $4.4$ linewidths. Since $\Delta f\propto A^2$, it would equal one linewidth near $A=95$ nm with the other values held fixed. Integral (\ref{eq:period}) lowers the shift by $0.26\%$ of itself, as the second-order term predicts. With $\sigma/E=8\times10^{-4}$, nonuniform tension matters still less.

The stress and modulus are rough values for a copper thin film; an amplitude of twice the thickness is a strong drive. Several neglected effects are larger than the corrections just given. In the beam model above, bending with clamped ends ($\lambda=0.010$) raises $f_0$ by $2.1\%$ and lowers the leading-order fractional shift by $2.2\%$ of itself. The third mode is then only $0.4\%$ above $3\omega_{\rm c}$; with all modes kept, the undamped shift lies $0.5\%$ above (\ref{eq:clamped}) at $A=200$ nm, hence $1.7\%$ below (\ref{eq:result}), and $13\%$ above (\ref{eq:clamped}) at $A=300$ nm. The beam model needs a width small compared with the bending length $\lambda L=1\,\mu$m; a wider ribbon bends at the clamps as a plate, with stiffness larger by $1/(1-\nu^2)$, where $\nu$ is Poisson's ratio. Bending in the beam model also produces a peak surface stress of about $39$ MPa at the clamps, far above the added tensile stress, and the film must remain elastic under this load plus the static stress. Copper is elastically anisotropic: with rough elastic constants, $E$ is $67$ GPa along $[100]$ and $190$ GPa along $[111]$. If the ribbon's length followed one of these directions throughout, the fractional shift at the same $\sigma$ would be $2.5\times10^{-3}$ or $7.0\times10^{-3}$. Temperature enters through $\sigma$. For a rough expansion mismatch of $14$ ppm/K between ribbon and frame, warming both together by $1$ K removes $1.7$ MPa and changes $f_0$ by $-0.84\%$, nearly twice the amplitude shift and opposite in sign. Measuring the latter therefore requires the temperatures of ribbon and frame to be steady or their effect to be separated.

A real frame also yields. If its quasi-static response to the added tension $F$ shortens the span by $F/k$, then $e=e_0-F/(kL)$, where $e_0$ is the strain for immovable ends. With $F=ESe$, this gives
\begin{equation}
e=\frac{e_0}{1+ES/(kL)} .
\end{equation}
The nonlinear shift is reduced by the same factor, at fixed static stress. Immovable ends require $k\gg ES/L$: the frame must be much stiffer than the ribbon is in stretching. This suffices only if the frame responds quasi-statically at $2\omega$. A frame resonance near $2\omega$ can raise or lower the shift even when $k\gg ES/L$, and a frame too heavy to follow relaxes only the time-averaged part of the added tension. The numerical output below lists the values used here.

\section*{Computed results}
\begin{verbatim}
INPUTS (copper ribbon, rough typical values)
length L = 100 um
thickness = 100 nm
peak amplitude A = 200 nm
Young modulus E = 120 GPa
static stress sigma = 100 MPa
density = 8.96 g/cm3
quality factor = 1000
RESULTS OF THE STRING MODEL
fundamental frequency f0 = 528.2 kHz
peak slope pi A/L = 0.00628
peak added strain, formula = 9.86960e-06
peak added strain, arc length = 9.86953e-06
peak added stress = 1.184 MPa
eps, peak fractional tension rise = 0.01184
fractional shift, law = 4.4413e-03
frequency shift, law = 2.346 kHz
fractional shift from mean tension only = 2.9609e-03
linewidth f0/Q = 0.528 kHz
MASS-CHAIN TEST
chain eps = 0.020
E/sigma = 20: fractional shift = 7.20229e-03
  ratio to exact reduced-equation shift = 0.9645
  tension spread / peak added tension = 0.0995
E/sigma = 80: fractional shift = 7.39822e-03
  ratio to exact reduced-equation shift = 0.9907
  tension spread / peak added tension = 0.0237
NEGLECTED EFFECTS IN THE EXAMPLE
fractional shift, all orders in eps = 4.4299e-03
  change relative to law = -0.258 %
sigma/E = 8.33e-04
bending length / L = 0.0100
f0 with bending and clamped ends = 539.3 kHz
  change of f0 = 2.09 %
fractional shift with bending = 4.3446e-03
  change relative to law = -2.18 %
peak bending stress at clamp = 38.5 MPa
rough C11, C12, C44 = 168, 121, 75 GPa
E along [100] = 66.7 GPa, along [111] = 190.2 GPa
fractional shift with E[100] = 2.468e-03
fractional shift with E[111] = 7.040e-03
rough expansion mismatch = 14 ppm/K
stress loss for 1 K warming = 1.68 MPa
fractional f0 change for 1 K warming = -8.436e-03
\end{verbatim}
